# Incoherent and coherent transmission of a lossless disordered single-mode waveguide, part 2

A backscattering length $\ell$ is to be extracted from the transmission of nominally identical guides of several lengths $L$. Each guide carries one forward and one backward wave, and imperfections turn one into the other. Without loss, the transmittance $T$ and reflectance $R$ satisfy $T+R=1$. A thin section $dz$ has mean reflectance $dz/\ell=ds$, and $s=L/\ell$ is the depth. Angle brackets average over an ensemble of guides, and $u=\ln T$. A loss in decibels is $-4.343\ln T$.

If phase memory is lost, powers add. The powers $I_+(z)$ and $I_-(z)$ travel towards larger and smaller $z$, with $I_-(L)=0$, and

$$T_{\rm inc}=\frac{1}{1+L/\ell}. \tag{4}$$

For two reflectors in this case,

$$\frac1{T_{12}}-1=\frac{R_1}{T_1}+\frac{R_2}{T_2}. \tag{7}$$

In a static guide lit by coherent light, amplitudes add. Let $r_1'$ be the reflection amplitude of the first part seen from its right, $r_2$ that of the second seen from its left, including the propagation phase, and $r_1'r_2=xe^{i\varphi}$. Then

$$\ln T_{12}=\ln T_1+\ln T_2+2\sum_{n=1}^{\infty}\frac{x^n\cos n\varphi}{n}. \tag{9}$$

For uniform $\varphi$,

$$\langle\ln T_{12}\rangle=\langle\ln T_1\rangle+\langle\ln T_2\rangle, \tag{10}$$

and for weak disorder without locked phases,

$$\langle\ln T\rangle=-\frac{L}{\ell}. \tag{11}$$

Under the same conditions, for a lossless guide and a smooth function $f(u)$,

$$\frac{d\langle f\rangle}{ds}=\left\langle-f'(u)+(1-T)f''(u)\right\rangle, \tag{19}$$

$$e^{-s}\le\langle T\rangle\le\frac1{1+s}. \tag{21}$$

In a simple model, a point scatterer of real strength $v$ leaves the field $\psi$, of wave number $k$, continuous while its slope jumps by $kv\psi$. Its amplitudes and transmittance are

$$t=\frac{1}{1+iv/2},\qquad r=t-1=\frac{-iv/2}{1+iv/2},\qquad T=\frac{1}{1+v^2/4}. \tag{12}$$

The strengths $v_j$ are independent, with mean zero and variance $\sigma^2$, so each weak scatterer adds $\sigma^2/4$ to $s$.

### Spread between guides

Take $f=u^2$ in (19), with $f'=2u$ and $f''=2$. Using $\langle u\rangle=-s$,

$$\frac{d\langle u^2\rangle}{ds}=2s+2-2\langle T\rangle.$$

The square of the mean, $s^2$, has derivative $2s$. Subtracting it and integrating gives

$${\rm Var}(\ln T)=2s-2\int_0^s\langle T\rangle\,ds'. \tag{24}$$

For small $s$, $\langle T\rangle\simeq1-s$ and the variance is $s^2$: the standard deviation of the loss equals its mean. For large $s$, (21) bounds the integral by $\ln(1+s)$, which is small compared with $s$, so the variance approaches $2s$ in relative terms. The absolute spread keeps growing as $\sqrt{2s}$, while the spread relative to the mean falls as $\sqrt{2/s}$. The average power of a long guide is raised above $e^{-s}$ by the members of the ensemble that transmit unusually well.

The mean itself can be computed after the substitution $T=1/\cosh^2X$. Write $\tau=\tanh X$. Then $u=-2\ln\cosh X$, $du/dX=-2\tau$ and $1-T=\tau^2$. The chain rule gives

$$f_u=-\frac{f_X}{2\tau},\qquad f_{uu}=\frac{1}{4\tau}\frac{d}{dX}\left(\frac{f_X}{\tau}\right)=\frac{f_{XX}}{4\tau^2}-\frac{(1-\tau^2)f_X}{4\tau^3}.$$

Inserting these in $-f_u+\tau^2f_{uu}$ gives $\tfrac14f_{XX}+f_X[2-(1-\tau^2)]/(4\tau)$, and $(1+\tau^2)/\tau=2\coth2X$. Let $w(X,s)$ be the mean transmittance after a depth $s$ has been added to a guide that starts with transmittance $1/\cosh^2X$. Applying the change due to the first added section gives

$$\frac{\partial w}{\partial s}=\frac14\left(\frac{\partial^2w}{\partial X^2}+2\coth2X\,\frac{\partial w}{\partial X}\right),\qquad w(X,0)=\frac{1}{\cosh^2X}. \tag{25}$$

An empty guide has $X=0$, so $\langle T\rangle=w(0,s)$. The values of $\langle T\rangle$ below come from a numerical solution of (25).

### Waves without imposed random phases

The assumptions can be tested on the scatterers of (12). In 20 000 simulated guides, each scatterer had reflectance close to $0.004$ and a random sign of $v$, and the propagation phase between neighbours was fixed at 1 rad. At $s=5$ the result was $\langle\ln T\rangle=-5.006\pm0.019$, against $-5$ from (11). The variance was $7.15$, against $7.08$ from (24), and the mean transmittance was $0.0691$, against $0.0685$ from (25). A random walk of photons that reverse direction after exponentially distributed free paths gave $0.1664$ at the same depth, against $1/6=0.1667$ from (4).

Averaging over wavelength does not turn the first kind of result into the second. In a static linear guide each frequency is transmitted independently, so a broadband detector records an average of coherent values of $T$. One simulated guide at $s=5$, with the phase between neighbours swept from 0.4 to 1.4 rad and the scattering strengths held fixed, gave a mean transmittance of $0.060$ and a mean logarithm of $-5.12$. These are near the coherent ensemble values and far from $0.167$. Slow drifts of the guide also give an average of coherent values, since at each moment the guide is effectively static. A uniform drift merely shifts the spectrum of one guide, however, and a shift by a few fringes does not replace an ensemble of guides. Equation (4) requires phases that change while the light is still inside, and that change independently in different parts of the guide, so that different multiply reflected paths cease to interfere. A phase change common to the whole guide is not enough, because paths of equal duration all acquire it and still interfere.

### Locked phases

Place the scatterers half a wavelength apart. Between neighbours the field and its slope both change sign and are otherwise unchanged, so the successive slope jumps add. The whole guide acts as one scatterer of strength $V=\sum_jv_j$. For many scatterers $V$ is normally distributed with variance $N\sigma^2$. Since $s=N\sigma^2/4$, (12) gives

$$T=\frac1{1+V^2/4}=\frac{1}{1+sg^2}, \tag{26}$$

with $g$ a standard normal variable. The logarithm is concave, so $\langle\ln(1+sg^2)\rangle\le\ln(1+s)$: the mean loss grows at most logarithmically, not linearly. At $s=5$, (26) gives $\langle\ln T\rangle=-1.292$, and the simulation with phase $\pi$ between neighbours gave $-1.296$. Weak disorder alone is therefore not sufficient for (11).

### Loss and end reflections

Let power also be absorbed or radiated at the rate $\alpha$ per length. In the coherent case a thin section changes $\ln T$ by a further $-\alpha\,dz$. The interference term still averages to zero, because the expansion in (9) needs just $|r_1'r_2|<1$. Thus

$$\langle\ln T\rangle=-\left(\frac1\ell+\alpha\right)L. \tag{27}$$

In the incoherent case set $A=1/\ell+\alpha$. The balance becomes

$$I_+'=-AI_++\frac{I_-}{\ell},\qquad I_-'=AI_--\frac{I_+}{\ell}. \tag{28}$$

Differentiate the second equation and insert both. The terms in $I_+$ cancel, leaving $I_-''=q^2I_-$ with

$$q^2=A^2-\frac1{\ell^2}=\alpha^2+\frac{2\alpha}{\ell}.$$

The condition $I_-(L)=0$ selects $I_-=C\sinh q(L-z)$. The second equation of (28) then gives $I_+=\ell(AI_--I_-')=\ell C[A\sinh q(L-z)+q\cosh q(L-z)]$. The ratio $I_+(L)/I_+(0)$ is

$$T_{\rm inc}=\frac{1}{\cosh qL+(A/q)\sinh qL}. \tag{29}$$

For $\alpha\to0$ this returns to (4), since $\sinh(qL)/q\to L$. For $qL\gg1$ it decays as $e^{-qL}$, so an exponential decay of power does not by itself demonstrate localization.

To first order in $\alpha$, $q^2L^2/2=\alpha L^2/\ell$, and $AL(1+q^2L^2/6)=s+\alpha L+\alpha Ls^2/3$. Therefore

$$\frac1{T_{\rm inc}}\simeq1+s+\alpha L\left(1+s+\frac{s^2}{3}\right). \tag{30}$$

The relative change is $\alpha L$ times $(1+s+s^2/3)/(1+s)$. This factor is the mean path of the transmitted light in units of $L$. At $s=5$ it is $14.33/6=2.4$. Neglecting loss in (4) thus requires this product to be small, which is stricter than $\alpha L\ll1$.

End faces of reflectance $R_f$ add $2R_f/(1-R_f)$ to $1/T_{\rm inc}$ in a lossless guide, by (7). They add $2\ln(1-R_f)$ to $\langle\ln T\rangle$, by (10), if their phases relative to the disorder are uniform. A simulation at $s=5$ with $\alpha\ell=0.2$ and $R_f=0.3$ gave $-6.727$; the formula gives $-6+2\ln0.7=-6.713$.

### A slow-light silicon guide

Consider a silicon photonic-crystal guide near 1550 nm with group index $n_g=50$, period 420 nm and $\ell=0.20$ mm. These are rough values for strong slow light. The initial slope of the loss is $4.343/0.20=21.7$ dB/mm in both pictures. The transmittances are:

| $L$ (mm) | $s$ | $T_{\rm inc}$ | $\langle T\rangle$ | $e^{\langle\ln T\rangle}$ |
|---|---|---|---|---|
| 0.1 | 0.5 | 0.667 | 0.657 | 0.607 |
| 0.2 | 1.0 | 0.500 | 0.469 | 0.368 |
| 0.5 | 2.5 | 0.286 | 0.207 | 0.082 |
| 1.0 | 5.0 | 0.167 | 0.069 | 0.0067 |

At 1.0 mm, $T_{\rm inc}=1/(1+5)$ corresponds to 7.8 dB, the coherent mean power to 11.6 dB, and the mean of the decibel values to $5\times4.343=21.7$ dB. The incoherent slope has fallen to $4.343/1.20=3.6$ dB/mm. The standard deviation of the coherent loss is 11.55 dB, so a standard error of 1 dB needs $11.55^2=133.4$, rounded up to 134, independent guides of this length. This count is for the lossless guide; loss lowers the reflectance that enters the interference term and with it the spread.

Real guides of this kind also radiate. A loss of 10 dB/cm, again a rough value, means $\alpha=1/4.343=0.230$ per mm. Then $q=\sqrt{0.230^2+2(0.230)(5)}=1.53$ per mm, and (29) lowers $T_{\rm inc}$ from $0.167$ to $0.100$, an extra 2.2 dB. The mean coherent loss rises by 1.0 dB, the single-pass value. At fixed $\ell$, loss thus moves $T_{\rm inc}$ far more than the end reflections sized below. A change of $\ell$ itself through a shift of the band edge, also discussed below, can move it more. In the coherent fit the slope measures $1/\ell+\alpha$; reading it as $1/\ell$ would give $0.20/1.046=0.191$ mm. End reflectances of 0.05 change $T_{\rm inc}$ just to $0.164$ and $\langle\ln T\rangle$ by $-0.10$. Low optical power is assumed, and nonlinear absorption has not been sized.

The operating wave number is $0.46$ in units of $2\pi$ per period, and the zone edge is at $0.50$. The distance $p$ from the edge gives a slow phase $2p\ell=239$ rad. Together with $\ell$ equal to 476 periods, this indicates that the phases are not locked by the lattice.

The wavelength dependence of $\ell$ limits averaging over one spectrum. At fixed power flux the squared field of a mode scales as $n_g$. The backscattered amplitude contains one field of each wave, hence a factor $n_g$, and $1/\ell\propto n_g^2$ if the mode profile is held fixed. Near a parabolic band edge the frequency distance is $\Delta\omega\propto p^2$ and the group velocity is proportional to $p$, so $n_g^2\propto1/\Delta\omega$. Here the edge is 2.29 nm away. The fringe scale is $\lambda^2/(2n_gL)=0.024$ nm, and $1/\ell$ changes by 10.5% across ten fringes. A window wide enough for good statistics would therefore mix different values of $\ell$. An average over many nominally identical guides avoids this if each guide is measured at the same distance from its own band edge. A common wavelength is not enough: if material dispersion is neglected, scaling all dimensions by 1 nm in 420 nm shifts the edge by $1550/420=3.7$ nm, which is more than its distance from the operating wavelength.

Temperature shifts the fringes. If the spectrum follows the index of silicon, with $n\simeq3.5$ and $dn/dT_{\rm K}=1.8\times10^{-4}$ per kelvin, where $T_{\rm K}$ is the temperature, the drift is $1550\times1.8\times10^{-4}/3.5=0.080$ nm/K, or one fringe per 0.30 K. A slow drift of this kind samples coherent transmissions and does not produce (4). For such a guide the decibel values should be averaged over the ensemble at each length and fitted with a straight line. Its slope is $4.343(1/\ell+\alpha)$ if $\ell$ and $\alpha$ are the same in all guides and the weakest transmissions remain above the detection floor; a floor that cuts them off makes the mean loss of long guides too small. Each reading must also resolve the fringes: the source linewidth or spectral resolution has to be well below the fringe scale of 0.024 nm, and the temperature has to stay well within 0.30 K during a reading. Otherwise powers are averaged before the logarithm is taken. Since the logarithm is concave, the mean loss and the slope then come out too small, and for a wide band the loss at 1.0 mm moves from 21.7 dB towards the 11.6 dB of the mean power. The remaining values are listed in the numerical output.

## Table of computed values

```
wavelength 1550 nm, group index 50, period 420 nm
wave number 0.46 x 2pi/period; ell = 0.20 mm
initial dB slope 10/(ell ln10) = 21.71 dB/mm
coherent mean T and spread: from diffusion equation
L = 0.1 mm, s = 0.5: T_inc 0.6667, mean T 0.6567, exp(mean ln T) 0.6065
   losses 1.76, 1.83, 2.17 dB; spread of dB loss 1.90 dB
L = 0.2 mm, s = 1.0: T_inc 0.5000, mean T 0.4688, exp(mean ln T) 0.3679
   losses 3.01, 3.29, 4.34 dB; spread of dB loss 3.47 dB
L = 0.5 mm, s = 2.5: T_inc 0.2857, mean T 0.2068, exp(mean ln T) 0.0821
   losses 5.44, 6.84, 10.86 dB; spread of dB loss 7.13 dB
L = 1.0 mm, s = 5.0: T_inc 0.1667, mean T 0.0685, exp(mean ln T) 0.0067
   losses 7.78, 11.65, 21.71 dB; spread of dB loss 11.55 dB
guides for 1 dB standard error at 1.0 mm: 134
incoherent local slope at 1.0 mm: 3.62 dB/mm
wave simulation, 20000 guides, reflectance per scatterer ~0.004
   s = 0.5: mean ln T -0.498 +- 0.003, mean T 0.6574, var ln T 0.189 (theory 0.192)
   s = 1.0: mean ln T -1.006 +- 0.006, mean T 0.4659, var ln T 0.632 (theory 0.637)
   s = 2.5: mean ln T -2.512 +- 0.012, mean T 0.2058, var ln T 2.722 (theory 2.693)
   s = 5.0: mean ln T -5.006 +- 0.019, mean T 0.0691, var ln T 7.154 (theory 7.077)
photon walk, s = 5.0: T = 0.1664; with loss 0.1002
three weak scatterers: deficit/(R1 R2 R3) = 1.982
one guide over wavelength, s = 5.0: mean ln T -5.12, mean T 0.060
locked phases, s = 5.0: mean ln T -1.296, law -1.292
test with alpha*ell 0.2, end R 0.3: mean ln T -6.727, law -6.713
neglected effects at L = 1.0 mm:
radiation loss 10 dB/cm: alpha = 0.2303 /mm, alpha*ell = 0.0461
   T_inc 0.1667 -> 0.1003, extra 2.20 dB
   mean ln T -5.000 -> -5.230, extra 1.00 dB
end reflectance 0.05 each: T_inc -> 0.1638, mean ln T shift -0.103
ell/period = 476; phase 2(pi/period-k)ell = 239 rad
distance to band edge 2.29 nm; fringe scale lambda^2/(2 ng L) = 0.0240 nm
change of 1/ell over ten fringes (0.240 nm): 10.5 %
silicon index 3.48, dn/dT 1.8e-04 /K: drift 0.080 nm/K, one fringe per 0.30 K
```
